# Cube-Root Growth of the Plasma-Immersion Nitriding Sheath After a Voltage Step, part 1

(Sections cited here and not found follow in the second part.)

## First half: the growth law

A flat steel surface in a nitrogen plasma is suddenly driven to $-20$ kV. In the model treated here, the region around it that holds ions but no electrons is 1.49 cm thick at the start and 3.13 cm thick after 0.5 µs. After 5 µs, ten times as long, it is 6.52 cm thick. A tenfold increase in time has thus produced little more than a doubling in thickness. Between 0 and 0.5 µs the boundary advances on average by 3.3 cm/µs; between 2 and 5 µs it advances by only 0.56 cm/µs, although the voltage is constant throughout.

The reason is that the voltage can draw only a limited ion current across the gap, and this limit falls as the square of the gap width. The boundary advances by uncovering the ions that feed this current, so a wider gap needs fewer new ions and grows more slowly.

### Setting and assumptions

Let $x$ be the distance from the electrode, with the plasma at larger $x$. The ion-filled region, called the sheath, occupies $0<x<s(t)$. The potential is zero in the plasma and $-V_0$ at the electrode, so $V_0$ is a positive number. The ions have charge $+e$ and mass $M$. The assumptions are these.

**(A1)** The electrode is planar. Before the pulse the ions are at rest with uniform density $n_0$.

**(A2)** The voltage jumps to its full value at $t=0$ and then stays constant.

**(A3)** Electrons leave the sheath at once, and its edge is sharp. This requires an electron thermal energy far below $eV_0$, and a sheath much thicker than the Debye length. Outside the edge the plasma is neutral and free of field. The charge of electrons emitted by the electrode is neglected.

**(A4)** Ions do not collide, and the plasma does not flow towards the edge.

**(A5)** From $t=0$ onward, with $s(0)=s_0$, the ion current is at each instant the steady space-charge-limited current for a gap of width $s(t)$.

The first four assumptions define a mechanical problem, called the cold-ion model below. The fifth replaces its solution by a sequence of steady states. This is the quasi-static approximation, and it cannot be accurate at the very start, when the ions are still at rest.

Three quantities set the scales:

$$
s_0=\sqrt{\frac{2\varepsilon_0V_0}{en_0}},\qquad
u_0=\sqrt{\frac{2eV_0}{M}},\qquad
\omega_p=\sqrt{\frac{e^2n_0}{\varepsilon_0M}} .
$$

Here $u_0$ is the speed of an ion that has fallen through the full voltage, and $\omega_p$ is the ion plasma frequency. They are related by

$$
\frac{u_0^2}{s_0^2}=\frac{2eV_0}{M}\,\frac{en_0}{2\varepsilon_0V_0}
=\frac{e^2n_0}{\varepsilon_0M}=\omega_p^2,
\qquad\text{so}\qquad u_0=\omega_ps_0. \tag{1}
$$

**Theorem.** Under (A1) to (A5), the sheath thickness is

$$
s(t)=s_0\left(1+\frac23\,\omega_pt\right)^{1/3}. \tag{2}
$$

The proof needs the initial thickness, the current that the gap can carry, and the relation between this current and the motion of the edge. Each is the subject of a lemma.

### The initial sheath

**Lemma 1.** Just after the electrons have left, and before the ions have moved, the sheath thickness is $s_0$.

*Proof.* The charge density in the sheath is $en_0$. Poisson's equation for the field $E$ along $x$ is $dE/dx=en_0/\varepsilon_0$. The field vanishes at the edge $x=s$, because the plasma beyond it is free of field. Integration from the edge gives

$$
E(x)=-\frac{en_0}{\varepsilon_0}(s-x).
$$

The minus sign means that the field pushes positive ions towards the electrode. The potential difference between edge and electrode is

$$
V_0=-\int_0^sE\,dx=\frac{en_0}{\varepsilon_0}\int_0^s(s-x)\,dx=\frac{en_0s^2}{2\varepsilon_0}.
$$

Solving for $s$ gives $s_0$. $\square$

This layer of stationary ions is the ion-matrix sheath. Its charge per unit area is $en_0s_0$. Since $en_0s_0^2=2\varepsilon_0V_0$, this charge equals $2\varepsilon_0V_0/s_0$.

### The current across a steady gap

**Lemma 2 (Child's law).** Let ions enter a gap of width $s$ with negligible speed, at a place where the field is zero, and cross it in a steady flow without collisions. Their current density towards the electrode is

$$
J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V_0^{3/2}}{s^2}. \tag{3}
$$

An ion takes the time $3s/u_0$ to cross, and the gap holds the charge $4\varepsilon_0V_0/(3s)$ per unit area.

*Proof.* Let $z=s-x$ be the depth measured from the edge, and let $U(z)$ be the potential drop from the edge to that depth. Then $U(0)=0$ and $U(s)=V_0$. Energy conservation gives the ion speed $u=\sqrt{2eU/M}$. In a steady planar flow the current density $J=enu$ is the same at all depths, so the ion density is $n=J/(eu)$. As $U$ is minus the potential, Poisson's equation reads $U''=en/\varepsilon_0$, or

$$
U''=\frac{K}{\sqrt U},\qquad K=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} .
$$

Multiply both sides by $U'$. The left side becomes the derivative of $U'^2/2$, and the right side that of $2K\sqrt U$. Both $U$ and $U'$ vanish at $z=0$, so the integration constant is zero:

$$
\frac12U'^2=2K\sqrt U,\qquad U'=2\sqrt K\,U^{1/4}.
$$

The positive root is taken because the drop increases with depth. Separating the variables and integrating from the edge gives

$$
\int_0^U\frac{dU}{U^{1/4}}=\frac43U^{3/4}=2\sqrt K\,z,
\qquad\text{hence}\qquad U^{3/2}=\frac94Kz^2 .
$$

At $z=s$ this becomes $V_0^{3/2}=\tfrac94Ks^2$, so $K=4V_0^{3/2}/(9s^2)$. Inserting $K$ into $J=\varepsilon_0\sqrt{2e/M}\,K$ gives (3). Dividing the general relation by its value at $z=s$ gives the profile

$$
U=V_0\left(\frac zs\right)^{4/3},\qquad u=u_0\left(\frac zs\right)^{2/3}.
$$

The crossing time is therefore

$$
\int_0^s\frac{dz}{u}=\frac{s^{2/3}}{u_0}\int_0^sz^{-2/3}\,dz
=\frac{s^{2/3}}{u_0}\,3s^{1/3}=\frac{3s}{u_0}.
$$

By Gauss's law the charge per unit area is $\varepsilon_0U'(s)$, since the field at the edge is zero. The profile gives $U'(s)=4V_0/(3s)$, which completes the proof. $\square$

At $s=s_0$ Child's flow holds the charge $4\varepsilon_0V_0/(3s_0)$, while the ion matrix holds $2\varepsilon_0V_0/s_0$. The first is two thirds of the second. Assumption (A5) thus starts from a charge that is not the charge present at $t=0$.

### The motion of the edge

It is tempting to say that the edge uncovers $n_0\,ds/dt$ ions per unit area and time, and that these carry the current. While the sheath grows, however, its stored charge changes, and the current need not be the same at all depths. The following lemma shows which current determines the motion.

**Lemma 3.** In the cold-ion model, (A1) to (A4), the edge satisfies

$$
en_0\frac{ds}{dt}=\frac1s\int_0^sen|u|\,dx . \tag{4}
$$

The right side is the ion current density towards the electrode, averaged over the sheath.

*Proof.* Label each ion by its initial position $a$. It stays at rest until the edge reaches it. Consider two ions with labels $a_1<a_2$, and suppose first that ions keep their order. The charge per unit area between ion $a$ and the edge is then $en_0(s-a)$, because it consists of the ions that started between $a$ and $s$. The field is zero at the edge, so Gauss's law gives the equation of motion

$$
E=-\frac{en_0}{\varepsilon_0}(s-a),\qquad
\frac{d^2x}{dt^2}=\frac{eE}{M}=-\omega_p^2(s-a),\qquad s>a. \tag{5}
$$

The ion with the smaller label starts no later and is pushed harder towards the electrode. The distance between the two therefore never falls below its initial value, and the supposed order is indeed kept.

Let $a_w(t)$ be the label of the ion now arriving at the electrode. At a fixed time, $a$ is a function of $x$, with $a=a_w$ at $x=0$ and $a=s$ at $x=s$. The voltage is the integral of the field strength, which is integrated by parts:

$$
\frac{\varepsilon_0V_0}{en_0}=\int_0^s(s-a)\,dx
=\Big[(s-a)x\Big]_{x=0}^{x=s}+\int_{a_w}^{s}x\,da .
$$

The bracket vanishes at the upper limit because $a=s$, and at the lower limit because $x=0$. The left side is $s_0^2/2$, so

$$
\int_{a_w(t)}^{s(t)}x(a,t)\,da=\frac{s_0^2}{2}. \tag{6}
$$

Now differentiate with respect to time. The upper limit contributes $s\,ds/dt$, because the ion at the edge has $x=s$. The lower limit contributes nothing, because the ion there has $x=0$. The integrand contributes $\partial x/\partial t=-|u|$, since the ions move towards the electrode. As the right side is constant,

$$
s\frac{ds}{dt}=\int_{a_w}^{s}|u|\,da .
$$

The ions in $da$ are the ions now in $dx$, so $n_0\,da=n\,dx$. Multiplication by $en_0/s$ gives (4). $\square$

The right side of (4) is never negative, so the edge never retreats. The constant voltage was used in setting the derivative of $s_0^2/2$ to zero. During a voltage rise, $s\,ds/dt$ gains the extra term $d(s_0^2/2)/dt$, with $s_0$ evaluated at the momentary voltage.

Equation (4) was tested on a numerical solution of (5) and (6). Between $\omega_pt=5$ and 10, the change in $s^2/2$ was 1.0065 times the time integral of $\int|u|\,da$. The two sides of the relation thus agree to within 0.7% in this discretized calculation.

### Proof of the theorem

By (A5) the current is uniform and has the value (3). Its average over the sheath is then that same value, and (4) becomes $en_0\,ds/dt=J$. Division by $en_0$ gives

$$
\frac{ds}{dt}=\frac49\,\frac{\varepsilon_0V_0}{en_0}\sqrt{\frac{2eV_0}{M}}\,\frac1{s^2}
=\frac49\,\frac{s_0^2}{2}\,\frac{u_0}{s^2}
=\frac29\,u_0\frac{s_0^2}{s^2}. \tag{7}
$$

Here $V_0^{3/2}$ was split into $V_0$ and $\sqrt{V_0}$, and the definitions of $s_0$ and $u_0$ were inserted. Multiplying by $s^2$ and integrating from $s_0$ at $t=0$ gives

$$
\frac{s^3-s_0^3}{3}=\frac29u_0s_0^2t,
\qquad\text{so}\qquad s^3=s_0^3+\frac23u_0s_0^2t .
$$

By (1), $u_0s_0^2=\omega_ps_0^3$. Taking the cube root gives (2). $\square$

### What the law says

For $\omega_pt\gg1$ the law becomes $s\simeq s_0(2\omega_pt/3)^{1/3}$. Equation (7) then shows that the current falls as $t^{-2/3}$. The dependence on the other parameters follows from $s_0\propto(V_0/n_0)^{1/2}$ and $\omega_p\propto(n_0/M)^{1/2}$:

$$
s\propto V_0^{1/2}\,n_0^{-1/3}\,M^{-1/6}\,t^{1/3}.
$$

The square-root dependence on voltage holds at all times in this law, because $\omega_p$ does not contain $V_0$. A heavier ion does not change the initial sheath, but it slows the later growth.

The number 1 in (2) can also be read as a shift of the time origin, since $1+\tfrac23\omega_pt=\tfrac23\omega_p(t+t_1)$ with $t_1=3/(2\omega_p)$. It expresses the starting condition and loses its influence once $t\gg t_1$.

### The numbers of the example

The ions are N$_2^+$ with density $10^{10}$ cm$^{-3}$. In SI units, Lemma 1 gives

$$
s_0^2=\frac{2(8.854\times10^{-12})(2.0\times10^4)}{(1.602\times10^{-19})(1.0\times10^{16})}\ \mathrm{m^2}
=2.21\times10^{-4}\ \mathrm{m^2},
$$

so $s_0=1.487$ cm. With $u_0=3.712\times10^5$ m/s, equation (1) gives $\omega_p=2.50\times10^7$ rad/s, and $1/\omega_p$ is 40.1 ns. The time shift $t_1$ is then 60 ns. At the end of a 5 µs pulse $\omega_pt=124.8$, and

$$
s=1.487\,(1+83.2)^{1/3}\ \mathrm{cm}=1.487\times4.383\ \mathrm{cm}=6.52\ \mathrm{cm}.
$$

At 0.5 µs the bracket is $1+8.32=9.32$. The ratio of the two brackets is 9.03, and its cube root is 2.08. This is the doubling over a tenfold time noted at the beginning.

The final edge speed follows from (7) as $\tfrac29u_0/4.383^2=4.29\times10^3$ m/s. Multiplied by $en_0$, it gives a Child current of 0.69 mA/cm².

## Second half: accuracy and limits

The sheath has thickness $s(t)$. Its initial value is $s_0=\sqrt{2\varepsilon_0V_0/(en_0)}$, the speed of an ion after the full voltage drop is $u_0$, and the ion plasma frequency is $\omega_p=u_0/s_0$. Quasi-static Child flow gives

$$
\frac{ds}{dt}=\frac29u_0\frac{s_0^2}{s^2},\qquad
s=s_0\left(1+\frac23\omega_pt\right)^{1/3},
$$

with ion transit time $3s/u_0$ and stored charge $4\varepsilon_0V_0/(3s)$ per unit area. The cold-ion model does not assume Child flow. In it, an ion that started at $a$ obeys $d^2x/dt^2=-\omega_p^2(s-a)$ once the edge has passed it, and the edge is fixed by the condition $\int_0^s(s-a)\,dx=s_0^2/2$. The first half also showed that $s\,ds/dt=\int|u|\,da$ over the ions in the sheath. The example has $s_0=1.487$ cm, $u_0=3.712\times10^5$ m/s and a 5 µs pulse.

### When is the flow quasi-static?

The flow resembles a steady state if the sheath changes little while an ion crosses it. During one transit the edge advances by a fraction

$$
\frac1s\,\frac{ds}{dt}\,\frac{3s}{u_0}=\frac23\,\frac{s_0^2}{s^2}
$$

of the sheath thickness. This is 67% at $s=s_0$, but 3.5% at the end of the example pulse, where the transit time is 0.53 µs. The approximation is poor at the start and improves as the sheath grows.

**Early motion.** In the cold-ion model the edge starts at rest. For $\omega_pt\ll1$ the ions have hardly moved, and their speeds are $|u|\simeq\omega_p^2(s_0-a)t$. Hence

$$
s\frac{ds}{dt}\simeq\omega_p^2t\int_0^{s_0}(s_0-a)\,da=\frac12\omega_p^2s_0^2t,
\qquad
s\simeq s_0\left(1+\frac14\omega_p^2t^2\right).
$$

The second result follows by replacing $s$ on the left by $s_0$ and integrating. The quasi-static law instead starts as $s_0(1+\tfrac29\omega_pt)$, with a finite speed. It therefore runs ahead at first.

### The first correction at late times

From here to the end of this section, lengths are in units of $s_0$, times in units of $1/\omega_p$, and speeds in units of $u_0$. The equation of motion is then $\ddot x=-(s-a)$, and the voltage condition is $\int_0^s(s-a)\,dx=\tfrac12$.

Quasi-static Child flow gives a sheath that grows as the cube root of time at late times, an approximation that is poor at the start and improves as the sheath widens. What remains is to find the first late-time correction, compare the law with numerical cold-ion solutions, and estimate the effects left out of the model.
